\section*{The Minimum of ln(I/V²) for an Off-Resonant Single-Level Junction}

\section{The problem}

A molecule bridges two metal contacts, and one spin-degenerate orbital carries the current. Its energy lies at an offset $\varepsilon_0>0$ above the equilibrium Fermi energy, which is the zero of energy. The couplings to the left and right contacts are $\Gamma_L$ and $\Gamma_R$, taken independent of energy. The transmission is then
\begin{equation}
T(E)=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon_0)^2+\gamma^2},\qquad
\gamma=\frac{\Gamma_L+\Gamma_R}{2},
\label{T}
\end{equation}
where $\gamma$ is the half width at half maximum. A bias $V>0$ is divided equally: the chemical potentials are $\pm eV/2$ and the level stays at $\varepsilon_0$. With $e>0$ and both spins counted, the Landauer current at zero temperature is
\begin{equation}
I=\frac{2e}{h}\int_{-eV/2}^{eV/2}T(E)\,dE .
\label{I}
\end{equation}

The current is plotted as $\ln(I/V^2)$ against $1/V$, and the bias $V_{\min}$ at the minimum of this curve is to be used to infer the offset.

(a) Find $eV_{\min}/\varepsilon_0$ when the level is far outside the bias window on the scale of its width.

(b) Find the leading corrections from finite width and temperature, and decide whether the minimum survives strong broadening.

(c) Evaluate the results for $\varepsilon_0=0.80$ eV and $\Gamma_L=\Gamma_R=0.020$ eV, and judge how far the inferred offset can be trusted.

If the level does not move with bias, a level below the Fermi energy needs no separate treatment: the substitution $E\to-E$ maps it onto the present case and leaves the symmetric window unchanged. The substitution also reverses the sign of any displacement of the level. A given displacement that brings a level above the Fermi energy closer to it takes a level below farther away, so the shifts found later for unequal bias division and for a Stark lowering change sign for a level below. The charging shift does not: a level below loses charge under bias and moves down, away from the Fermi energy, and the minimum moves up by the same amount.

\section{A tempting solution}

Far from resonance the transmission varies smoothly, so one may neglect $\gamma$ and expand about the Fermi energy:
\begin{equation}
T(E)\simeq\frac{\Gamma_L\Gamma_R}{\varepsilon_0^2}
\left(1+\frac{2E}{\varepsilon_0}+\frac{3E^2}{\varepsilon_0^2}\right).
\end{equation}
The odd term integrates to zero over the symmetric window. The quadratic term gives $(3/\varepsilon_0^2)(2/3)(eV/2)^3=(eV)^3/(4\varepsilon_0^2)$, hence
\begin{equation}
I\simeq\frac{2e}{h}\frac{\Gamma_L\Gamma_R}{\varepsilon_0^2}\,eV\,(1+u^2),
\qquad u=\frac{eV}{2\varepsilon_0}.
\end{equation}
Thus $I/V^2\propto u^{-1}+u$. Its derivative $-u^{-2}+1$ vanishes at $u=1$, and its second derivative $2u^{-3}$ is positive. The conclusion would be $eV_{\min}=2\varepsilon_0$. It looks plausible, since this is the bias at which the upper edge of the window reaches the level, and the minimum would seem to announce resonance.

\section{Where it fails}

The differentiation is correct; the current is not. At $u=1$ the retained correction $u^2$ is as large as the linear term, so nothing justifies stopping there. The full series in the narrow limit, derived below, is
\begin{equation}
I\propto u\,(1+u^2+u^4+u^6+\cdots),
\end{equation}
and at $u=1$ every omitted term equals the retained ones. The expansion was used at the edge of its circle of convergence.

The next term shows how much is missing. With $I/V^2\propto u^{-1}+u+u^3$, the condition is $-1+u^2+3u^4=0$. It gives $u^2=(\sqrt{13}-1)/6$, or $eV_{\min}\simeq1.32\,\varepsilon_0$ instead of $2\varepsilon_0$. One added term moves the answer by a third, so the series has to be summed before the minimum is sought.

\section{The narrow-level solution}

Let $\gamma\ll\varepsilon_0-eV/2$, so that $\gamma^2$ can be dropped everywhere in the window. An antiderivative of $(\varepsilon_0-E)^{-2}$ is $(\varepsilon_0-E)^{-1}$, and therefore
\begin{align}
I&=\frac{2e}{h}\Gamma_L\Gamma_R
\left[\frac{1}{\varepsilon_0-eV/2}-\frac{1}{\varepsilon_0+eV/2}\right]\nonumber\\
&=\frac{2e}{h}\Gamma_L\Gamma_R\,
\frac{eV}{\varepsilon_0^2-(eV/2)^2}.
\label{off}
\end{align}
The last factor equals $(2u/\varepsilon_0)/(1-u^2)$, whose geometric expansion is the series quoted above.

The plot has $1/V$ on its axis, so use $w=\varepsilon_0/(eV)$. Below resonance $w>1/2$. Inserting $eV=\varepsilon_0/w$ in Eq.~(\ref{off}) gives
\begin{equation}
\ln\frac{I}{V^2}=\text{const}+\ln\frac{4w^3}{4w^2-1},
\end{equation}
with the slope
\begin{equation}
\frac{d}{dw}\ln\frac{I}{V^2}
=\frac{3}{w}-\frac{8w}{4w^2-1}
=\frac{4w^2-3}{w(4w^2-1)} .
\label{slope}
\end{equation}
The denominator is positive for $w>1/2$. The numerator changes sign once, from negative to positive, at $w=\sqrt3/2$. The curve therefore has a single minimum in $0<eV<2\varepsilon_0$, at
\begin{equation}
\boxed{\,eV_{\min}=\frac{2}{\sqrt3}\,\varepsilon_0\,}
\label{main}
\end{equation}
This answers part (a). Direct minimization of the integrated current with $\gamma/\varepsilon_0=10^{-4}$ gives the ratio 1.15470, equal to $2/\sqrt3$ in all digits shown.

At the minimum the window edge is still $\varepsilon_0-eV/2=(1-1/\sqrt3)\varepsilon_0\simeq0.42\,\varepsilon_0$ below the level. The minimum marks neither resonance nor a change of mechanism. Since
\begin{equation}
\frac{d\ln(I/V^2)}{d\ln V}=\frac{d\ln I}{d\ln V}-2,
\label{S}
\end{equation}
it is the bias at which the current grows locally as $V^2$, on its way from ohmic behaviour to the steep rise near resonance.

Two further results follow. At $u^2=1/3$ the current is
\begin{equation}
I_{\min}=\frac{2e}{h}\Gamma_L\Gamma_R\,
\frac{2\varepsilon_0/\sqrt3}{2\varepsilon_0^2/3}
=\frac{2e}{h}\frac{\sqrt3\,\Gamma_L\Gamma_R}{\varepsilon_0}.
\label{Imin}
\end{equation}
The second derivative in $w$ comes from the numerator of Eq.~(\ref{slope}) alone, because that numerator vanishes at the minimum. It is $8w/[w(4w^2-1)]=8/2=4$. Near the minimum $\ln(I/V^2)$ thus rises as $2(w-\sqrt3/2)^2$. A 5\,\% displacement along the $1/V$ axis is $\delta w\simeq0.043$ and changes $I/V^2$ by only about 0.4\,\%, so noise in the current readily moves the apparent minimum.

The symmetry needed here is that of the bias division. Unequal $\Gamma_L$ and $\Gamma_R$ change the prefactor and $\gamma$, but not Eq.~(\ref{main}), provided that the level still stays midway between the two chemical potentials.

\section{Finite width}

Put $g=\gamma/\varepsilon_0$ and $x=E/\varepsilon_0$. For $g<1-u$ the integrand can be expanded throughout the window:
\begin{equation}
\frac{1}{(1-x)^2+g^2}=\frac{1}{(1-x)^2}-\frac{g^2}{(1-x)^4}+O(g^4).
\end{equation}
Integration from $-u$ to $u$ gives
\begin{equation}
J=\frac{2u}{1-u^2}-\frac{g^2}{3}
\left[\frac{1}{(1-u)^3}-\frac{1}{(1+u)^3}\right]+O(g^4).
\label{J}
\end{equation}
The bracket equals $(6u+2u^3)/(1-u^2)^3$. Dividing by the first term and taking the logarithm, one finds, up to a constant,
\begin{equation}
\ln\frac{I}{V^2}=-\ln u-\ln(1-u^2)-\frac{g^2}{3}k(u),\quad
k(u)=\frac{3+u^2}{(1-u^2)^2}.
\label{y}
\end{equation}

Let $y_0=-\ln u-\ln(1-u^2)$. Its first derivative vanishes at $u_0=1/\sqrt3$, and there
\begin{equation}
y_0''=\frac1{u^2}+\frac{2(1+u^2)}{(1-u^2)^2}=3+6=9 .
\end{equation}
For the correction,
\begin{equation}
k'=\frac{2u}{(1-u^2)^2}+\frac{4u(3+u^2)}{(1-u^2)^3}
=\frac{14u+2u^3}{(1-u^2)^3},
\end{equation}
which at $u_0$ equals $u_0(44/3)(27/8)=99u_0/2$. The displaced minimum obeys $9\,\delta u-(g^2/3)(99u_0/2)=0$, so
\begin{equation}
\frac{\delta u}{u_0}=\frac{11}{6}\,g^2 .
\end{equation}
The shift is upward. Broadening lowers the transmission most at the window edge nearest the level, which slows the growth of the current and delays the point where it reaches $V^2$. At the ideal bias itself, Eq.~(\ref{y}) gives a current lower by the fraction $(g^2/3)(10/3)(9/4)=5g^2/2$.

The quadratic law can be set beside direct minimization of $\ln(I/V^2)$, using the full Lorentzian:
\begin{center}
\begin{tabular}{ccc}
$\gamma/\varepsilon_0$ & $V_{\min}$/ideal, numerical & $1+11g^2/6$\\
0.025 & 1.00115 & 1.00115\\
0.050 & 1.00460 & 1.00458\\
0.100 & 1.01863 & 1.01833\\
0.200 & 1.07859 & 1.07333\\
0.300 & 1.19878 & 1.16500
\end{tabular}
\end{center}
Even at $\gamma=0.1\,\varepsilon_0$ the ideal rule places the minimum less than 2\,\% too low, so the offset inferred from the actual minimum is less than 2\,\% too high. At $0.3\,\varepsilon_0$ the minimum lies 20\,\% above the ideal value, and the quadratic law gives 16.5\,\%.

\section{When the minimum disappears}

For any width, Eq.~(\ref{I}) integrates to
\begin{equation}
I=\frac{2e}{h}\frac{\Gamma_L\Gamma_R}{\gamma}F(u),\quad
F=\arctan\frac{1+u}{g}-\arctan\frac{1-u}{g}.
\end{equation}
As $u\to0$, $F\propto u$ and the logarithmic slope $uF'/F$ tends to 1. As $u\to\infty$, $F\to\pi$ and the slope tends to 0. By Eq.~(\ref{S}), a minimum needs the slope to rise through 2 in between. It must later fall through 2 again, which produces a maximum. At still higher bias the current saturates and $\ln(I/V^2)\to-\infty$. With finite width the minimum is therefore a local one.

As $g$ grows, the peak of the slope sinks. Numerically it touches 2 at
\begin{equation}
\gamma/\varepsilon_0=0.395,\qquad eV=1.80\,\varepsilon_0,
\end{equation}
where the minimum and the maximum merge. A scan of the integrated current over $0.2\le eV/\varepsilon_0\le6$ finds one minimum at 0.97 times this critical width and none at 1.03 times it. A missing minimum in that bias range can thus mean a broad level in this model.

\section{Finite temperature}

At temperature $\Theta$ the sharp window is replaced by a difference of Fermi functions. If $T(E)$ is smooth near both chemical potentials, the Sommerfeld expansion adds
\begin{equation}
\frac{\pi^2}{6}(k_B\Theta)^2\left[T'(eV/2)-T'(-eV/2)\right]
\end{equation}
to the integral in Eq.~(\ref{I}). With $t=k_B\Theta/\varepsilon_0$ and the narrow-level form $(1-x)^{-2}$, whose derivative is $2(1-x)^{-3}$, the addition to $J$ is
\begin{equation}
+\frac{\pi^2t^2}{3}\left[\frac1{(1-u)^3}-\frac1{(1+u)^3}\right].
\end{equation}
This is the bracket of Eq.~(\ref{J}) with $-g^2$ replaced by $+\pi^2t^2$. To leading order the algebra of the shift carries over unchanged:
\begin{equation}
eV_{\min}\simeq\frac{2\varepsilon_0}{\sqrt3}
\left[1+\frac{11}{6}\,\frac{\gamma^2-(\pi k_B\Theta)^2}{\varepsilon_0^2}\right].
\label{both}
\end{equation}
Heating moves the minimum down, because electrons above the window edge sample the larger transmission closer to the level. The two shifts cancel when $\pi k_B\Theta=\gamma$.

The expansion omits electrons thermally excited to the level itself. The Lorentzian has area $\pi\Gamma_L\Gamma_R/\gamma$, and the occupation at its centre is about $e^{-(\varepsilon_0-eV/2)/k_B\Theta}$. Relative to Eq.~(\ref{Imin}), this current is
\begin{equation}
R\simeq\frac{\pi\varepsilon_0}{\sqrt3\,\gamma}\,
e^{-(\varepsilon_0-eV/2)/k_B\Theta}.
\end{equation}
For fixed $\Theta$ it grows as $\gamma\to0$, so at finite temperature a narrower level does not always follow the ideal rule more closely. It adds about $R$ to $\ln(I/V^2)$, and the exponential gives this addition a derivative of about $R\,\varepsilon_0/(k_B\Theta)$ with respect to $u$. With $y_0''=9$ and $u_0=1/\sqrt3$, the minimum is displaced by
\begin{equation}
\frac{\delta u}{u_0}\simeq-\frac{R\,\varepsilon_0}{3\sqrt3\,k_B\Theta}.
\end{equation}
This is only a rough estimate, and it overstates the shift (by about a factor of two in the example below, and by more as $R$ grows), partly because $R$ is taken at the ideal bias and falls rapidly as the minimum moves down. Equation~(\ref{both}) requires this activated shift to be small against the thermal shift it retains.

\section{Numbers for the example}

The ideal minimum lies at $V_{\min}=2(0.80)/\sqrt3=0.924$ V. With $2e/h=77.48\ \mu$A/eV, Eq.~(\ref{Imin}) gives
\begin{equation}
I_{\min}=77.48\ \mu\text{A/eV}\times
\frac{\sqrt3\,(0.020\ \text{eV})^2}{0.80\ \text{eV}}=67.1\ \text{nA}.
\end{equation}
Here $g=0.025$, and broadening lowers the current at this bias to 67.0 nA. It moves the minimum to 0.925 V, from which the ideal rule infers $\varepsilon_0=0.801$ eV. The tempting rule $eV_{\min}=2\varepsilon_0$ would infer 0.46 eV, too small by the factor $\sqrt3$.

With $I$ in amperes and $V$ in volts, $\ln(I/V^2)$ is $-16.18$ at 0.60 V, $-16.36$ at the minimum and $-16.03$ at 1.30 V. The dip is shallow, as the small curvature led one to expect.

At 300 K, $\pi k_B\Theta=0.081$ eV is four times $\gamma$, so temperature outweighs broadening. The numerical minimum is at 0.905 V, 2.2\,\% below the broadened zero-temperature value, and the inferred offset is 0.784 eV. Equation~(\ref{both}) gives 0.907 V; the remainder comes from higher orders and activated current, which are not separated here. With $R\simeq1.5\times10^{-4}$ and $k_B\Theta/\varepsilon_0\simeq0.03$, the estimated activated shift is about $-0.1\,\%$, small against the leading thermal shift of $-1.9\,\%$. The leading shifts cancel at 74 K, where the numerical minimum returns to 0.924 V.

\section{If the bias is not divided equally}

Suppose the level moves to $\varepsilon_0+a\,eV$ with $|a|<1/2$, and let $s=eV/\varepsilon_0$. In the narrow, zero-temperature limit Eq.~(\ref{off}) gives $I/V^2\propto1/(sD)$ with $D=(1+as)^2-s^2/4$. The minimum requires $D+s\,dD/ds=0$, that is,
\begin{equation}
1+4as+3\left(a^2-\tfrac14\right)s^2=0 .
\end{equation}
Multiplying by $-4$ gives $3(1-4a^2)s^2-16as-4=0$, with the positive root
\begin{equation}
s_+=\frac{2\left[4a+\sqrt{3+4a^2}\right]}{3(1-4a^2)}
\simeq\frac{2}{\sqrt3}\left(1+\frac{4a}{\sqrt3}\right).
\end{equation}
The last form is first order in $a$. For the example, with its width kept, $a=+0.05$ moves the minimum to 1.044 V ($+12.8\,\%$) and $a=-0.05$ to 0.828 V ($-10.5\,\%$).

Reversing the bias reverses the sign of $a$, so the negative root is minus the minimum $s_-$ for the other polarity. The product of the roots then gives $s_+s_-=4/[3(1-4a^2)]$, and
\begin{equation}
\sqrt{s_+s_-}=\frac{2}{\sqrt3}\,\frac{1}{\sqrt{1-4a^2}} .
\end{equation}
The geometric mean of the two polarities has no first-order error. In the example it is $\sqrt{1.044\times0.828}=0.930$ V, within 0.6\,\% of the equal-division value.

\section{How far the inferred offset can be trusted}

The parameters are illustrative and do not describe a particular molecule. Real junctions need not divide the bias equally, and the 5\,\% departure above already outweighs width and temperature. This matters in first-principles modelling too: integrating a zero-bias transmission over a symmetric window imposes $a=0$, whereas a self-consistent calculation at each bias lets the level move.

Other neglected effects were added one at a time to the broadened zero-temperature model, with assumed strengths. The shifts are sensitivities relative to 0.925 V.

A second level at $-2.40$ eV, with equal coupling strengths and opposite parity, adds its amplitude constructively between the levels. It moves the minimum by $+10.3\,\%$. The sign depends on the parity: for equal parities the amplitudes subtract between the levels, and the minimum moves down instead, by $15.6\,\%$. With these assumed strengths, the second level matters about as much as the 5\,\% departure from equal bias division, although it lies three times as far from the Fermi energy as the first.

A bias-dependent level shift is amplified. If the level moves by $c(eV)^2$, the denominator of Eq.~(\ref{off}) becomes, to first order in $c$, $\varepsilon_0^2-(1/4-2\varepsilon_0c)(eV)^2$. The minimum then moves by the fraction $4\varepsilon_0c$. With $\delta\varepsilon=c(eV_{\min})^2=4c\varepsilon_0^2/3$ this is
\begin{equation}
\frac{\delta V_{\min}}{V_{\min}}=3\,\frac{\delta\varepsilon}{\varepsilon_0}.
\end{equation}
Over a 1.0 nm gap the mean field is 9.2 MV/cm. An assumed polarizability difference of 100 atomic units lowers the level by 4.4 meV, and the minimum moves by $-1.6\,\%$, as this estimate predicts. Mean-field charging with a repulsion of 1.0 eV raises the level by 3.9 meV and moves the minimum by $+2.0\,\%$. That exceeds three times the relative level shift because the added charge, proportional to $u^2/(1-u^2)$ for a narrow level, grows faster than $V^2$.

Replacing the wide-band contacts by semi-infinite chains of bandwidth 20 eV, with bands that follow the electrode potentials, shifts the minimum by $+0.4\,\%$; the shift grows as the band narrows, to $+1.3\,\%$ for 10 eV and $+3.4\,\%$ for 6 eV. Direct tunnelling through vacuum is negligible per channel: for a 5.0 eV barrier lowered by $eV/2$ its exponential factor is $3\times10^{-10}$, against a zero-bias transmission of $6\times10^{-4}$ through the level. This factor omits image forces, which lower and thin the barrier; across a 1.0 nm gap they raise it by about three orders of magnitude, still far below the transmission through the level. Vibrations are left out altogether. Treating them as static would require $\hbar\omega\ll\varepsilon_0-eV/2$, but for a 0.20 eV vibration the ratio of these energies is about 0.6 at the minimum. A static treatment of such a mode is therefore not justified, and its effect on the minimum is not estimated here.

For these numbers the rule $\varepsilon_0=(\sqrt3/2)eV_{\min}$ is limited by the bias division and by other levels, rather than by the width. With the strengths assumed here, each of the two shifts the minimum by 10 to 16\,\%; a real junction may differ. For smaller offsets temperature becomes a further limit: at 300 K the minimum lies 7\,\% below the ideal value for $\varepsilon_0=0.5$ eV and $\gamma=0.02$ eV, and 38\,\% below it for $\varepsilon_0=0.3$ eV and $\gamma=0.002$ eV. The computed values are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
level offset e0 = 0.80 eV
Gamma_L = Gamma_R = half width = 0.020 eV
half width / offset = 0.0250
ideal ratio eV_min/e0 = 1.15470
numerical ratio for half width/e0 = 1e-4: 1.15470
curvature in e0/(eV) at the minimum = 4.0000
ideal V_min = 0.9238 V
V_min with broadening, 0 K = 0.9248 V
offset inferred by ideal rule, 0 K = 0.8009 eV
off-resonant current at ideal V_min = 67.10 nA
current with broadening there = 67.00 nA
zero-bias transmission = 6.246e-04
V = 0.6000 V, 1/V = 1.6667 1/V, ln[I/V^2 / (A/V^2)] = -16.1817
V = 0.9248 V, 1/V = 1.0813 1/V, ln[I/V^2 / (A/V^2)] = -16.3600
V = 1.3000 V, 1/V = 0.7692 1/V, ln[I/V^2 / (A/V^2)] = -16.0329
half width/e0 | V_min/ideal, numerical | quadratic law
  0.025 | 1.00115 | 1.00115
  0.050 | 1.00460 | 1.00458
  0.100 | 1.01863 | 1.01833
  0.200 | 1.07859 | 1.07333
  0.300 | 1.19878 | 1.16500
critical half width/e0 = 0.3950
eV/e0 where the minimum is lost = 1.8000
minima at 0.97 and 1.03 of critical width: 1, 0
300 K: V_min = 0.9049 V, shift -2.16 %
kT at 300 K = 0.02585 eV, pi kT = 0.0812 eV
quadratic law at 300 K: V_min = 0.9074 V
offset inferred by ideal rule, 300 K = 0.7836 eV
temperature where leading shifts cancel = 73.9 K
V_min at that temperature = 0.9238 V
level moves by +0.05 eV per volt: V_min = 1.0436 V, shift +12.84 %
level moves by -0.05 eV per volt: V_min = 0.8278 V, shift -10.49 %
second level at -2.40 eV: V_min = 1.0200 V, shift +10.30 %
charging, repulsion 1.0 eV: V_min = 0.9436 V, shift +2.03 %
charging shift of level at V_min = 3.87 meV
Stark, polarizability difference 100 a.u.: V_min = 0.9100 V, shift -1.60 %
mean field over 1.0 nm at V_min = 9.25 MV/cm
Stark shift of level at V_min = -4.40 meV
chain leads, bandwidth 20 eV: V_min = 0.9288 V, shift +0.43 %
vacuum factor exp(-2 kappa d), 5.0 eV barrier lowered by eV/2 = 3.3e-10
tunnelling time hbar/(e0 - eV/2) = 1.95 fs
period of a 0.20 eV vibration = 20.7 fs
\end{verbatim}
